# A Bessel-Function Identity and Two Forms of the APW Matrix

Take a plane wave $e^{i\mathbf K'\cdot\mathbf r}$ and average it over the directions $\hat{\mathbf r}$ at fixed $r$. With the polar axis along $\mathbf K'$ and $t=\hat{\mathbf K}'\cdot\hat{\mathbf r}$, the average is

$$\frac12\int_{-1}^{1}e^{iK'rt}\,dt=\frac{\sin K'r}{K'r}=j_0(K'r).$$

The average radial slope on a sphere of radius $R$ is therefore $K'j_0'(K'R)=-K'j_1(K'R)$, because $j_1(x)=\sin x/x^2-\cos x/x=-j_0'(x)$. A prime on $j_l$ denotes the derivative with respect to its argument; the prime on $\mathbf K'$ labels a second wave vector.

This is the case $\mathbf K=0$ of the identity

$$S\equiv\sum_{l=0}^{\infty}(2l+1)P_l(\cos\theta)\,j_l(KR)\,K'j_l'(K'R)=(\mathbf K\cdot\mathbf K'-K'^2)\,\frac{j_1(qR)}{q},\tag{1}$$

where $\theta$ is the angle between the real vectors $\mathbf K$ and $\mathbf K'$, and $q=|\mathbf K-\mathbf K'|$. At $\mathbf K=0$ we have $j_l(0)=\delta_{l0}$, so the left side is $K'j_0'(K'R)$. The right side is $-K'^2j_1(K'R)/K'$, which is the same.

The special case suggests the general proof: weight the radial slope of one plane wave by the conjugate of another, and evaluate the surface average

$$A=\frac1{4\pi}\oint e^{-i\mathbf K\cdot\mathbf r}\,\frac{\partial}{\partial r}e^{i\mathbf K'\cdot\mathbf r}\,d\hat{\mathbf r}\Big|_{r=R}$$

in two ways. The first uses the Rayleigh expansion

$$e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(Kr)\,Y_{lm}^*(\hat{\mathbf K})\,Y_{lm}(\hat{\mathbf r}).$$

Conjugate it for $\mathbf K$ and differentiate it for $\mathbf K'$. Orthonormality of the $Y_{lm}(\hat{\mathbf r})$ removes one of the two double sums, and $(-i)^l i^l=1$, so

$$A=\frac{(4\pi)^2}{4\pi}\sum_l j_l(KR)\,K'j_l'(K'R)\sum_mY_{lm}(\hat{\mathbf K})Y_{lm}^*(\hat{\mathbf K}').$$

By the addition theorem the sum over $m$ is $(2l+1)P_l(\cos\theta)/4\pi$. Hence $A=S$. Differentiating and integrating term by term is allowed because $|j_l(x)|\le x^l/(2l+1)!!$ and $j_l'(x)=(l/x)j_l(x)-j_{l+1}(x)$: the double factorial makes the series and its derivative converge absolutely and uniformly on the sphere.

The second way differentiates the exponential directly. Since $\partial_r e^{i\mathbf K'\cdot\mathbf r}=i(\mathbf K'\cdot\hat{\mathbf r})e^{i\mathbf K'\cdot\mathbf r}$, with $\mathbf Q=\mathbf K'-\mathbf K$,

$$A=i\,\mathbf K'\cdot\frac1{4\pi}\oint\hat{\mathbf r}\,e^{iR\mathbf Q\cdot\hat{\mathbf r}}\,d\hat{\mathbf r}.$$

The vector average follows from the scalar one. Taking the gradient of $\frac1{4\pi}\oint e^{iR\mathbf Q\cdot\hat{\mathbf r}}d\hat{\mathbf r}=j_0(QR)$ with respect to $\mathbf Q$ gives

$$iR\,\frac1{4\pi}\oint\hat{\mathbf r}\,e^{iR\mathbf Q\cdot\hat{\mathbf r}}d\hat{\mathbf r}=R\,j_0'(QR)\,\hat{\mathbf Q}=-R\,j_1(QR)\,\hat{\mathbf Q}.$$

Division by $iR$ makes the average $i\,j_1(QR)\hat{\mathbf Q}$. Since $Q=q$ and $i\cdot i=-1$,

$$A=-\mathbf K'\cdot(\mathbf K'-\mathbf K)\frac{j_1(qR)}{q}=(\mathbf K\cdot\mathbf K'-K'^2)\frac{j_1(qR)}{q},$$

which proves (1). At $q=0$ the quotient $j_1(qR)/q$ means its limit $R/3$, and the prefactor vanishes, so $S=0$.

Now consider a crystal with one sphere of radius $R$, centred at the origin and lying inside a cell of volume $\Omega$. The potential $V(r)$ is real and spherical inside the sphere and zero outside. Let $\mathbf K$ and $\mathbf K'$ be two members of the set $\mathbf k+\mathbf G$, with $\mathbf k$ the Bloch vector and $\mathbf G$ a reciprocal-lattice vector. The augmented plane wave (APW) is

$$\phi_{\mathbf K}(\mathbf r)=\frac1{\sqrt\Omega}\begin{cases}e^{i\mathbf K\cdot\mathbf r}, & r>R,\\[4pt] 4\pi\displaystyle\sum_{lm}i^lj_l(KR)\frac{u_l(r)}{u_l(R)}Y^*_{lm}(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r}), & r<R.\end{cases}$$

Here $u_l$ is the radial function itself, not $r$ times it: the real solution, regular at the origin, of $-\frac{\hbar^2}{2m_e}\big[\frac{d^2u_l}{dr^2}+\frac2r\frac{du_l}{dr}-\frac{l(l+1)}{r^2}u_l\big]+Vu_l=Eu_l$. The construction needs $u_l(R)\neq0$. At $r=R$ the inner expansion becomes the Rayleigh expansion, so $\phi_{\mathbf K}$ is continuous, but its radial slope generally jumps.

A jump in slope makes $\nabla^2\phi$ singular on the sphere, while $\nabla\phi$ remains bounded there. A safe starting point is therefore the quadratic form with first derivatives,

$$M_{\mathbf K\mathbf K'}=\int_\Omega\Big[\frac{\hbar^2}{2m_e}\nabla\phi^*_{\mathbf K}\cdot\nabla\phi_{\mathbf K'}+(V-E)\phi^*_{\mathbf K}\phi_{\mathbf K'}\Big]d^3r .$$

For smooth Bloch functions one integration by parts turns it into the matrix element of $H-E$. Band energies in the APW basis are those $E$ for which $\sum_{\mathbf K'}M_{\mathbf K\mathbf K'}c_{\mathbf K'}=0$ has a nonzero solution.

In the interstitial region the gradients give $\mathbf K\cdot\mathbf K'$ times the product of plane waves, so the contribution is $(\hbar^2\mathbf K\cdot\mathbf K'/2m_e-E)\,O_{\mathbf K\mathbf K'}$, where $O$ is the interstitial overlap. It equals the integral over the cell minus that over the sphere. The first gives $\delta_{\mathbf K\mathbf K'}$, because $\mathbf K'-\mathbf K$ is a reciprocal-lattice vector. For the second, $x^2j_1(x)=\sin x-x\cos x$ has derivative $x\sin x=x^2j_0(x)$, so

$$\frac{4\pi}{\Omega}\int_0^Rj_0(qr)\,r^2dr=\frac{4\pi R^2}{\Omega}\frac{j_1(qR)}{q}.$$

With $C=4\pi R^2/\Omega$ this gives

$$O_{\mathbf K\mathbf K'}=\delta_{\mathbf K\mathbf K'}-C\,\frac{j_1(qR)}{q}.$$

Inside the sphere use $\nabla\phi^*_{\mathbf K}\cdot\nabla\phi_{\mathbf K'}=\nabla\cdot(\phi^*_{\mathbf K}\nabla\phi_{\mathbf K'})-\phi^*_{\mathbf K}\nabla^2\phi_{\mathbf K'}$. The last term combines with $V-E$ into $\phi^*_{\mathbf K}(H-E)\phi_{\mathbf K'}$, which vanishes because every $u_l$ solves the radial equation at the same $E$. The divergence leaves a surface integral with outward normal $\hat{\mathbf r}$:

$$\frac{\hbar^2}{2m_e}R^2\oint\phi_{\mathbf K}^*\,\partial_r\phi_{\mathbf K'}\,d\hat{\mathbf r}
=\frac{\hbar^2C}{2m_e}\sum_l(2l+1)P_l(\cos\theta)\,j_l(KR)j_l(K'R)L_l .$$

Here $L_l=u_l'(R)/u_l(R)$, with $u_l'=du_l/dr$. The angular algebra is that of $A$: orthonormality and the addition theorem leave $(4\pi)^2/4\pi=4\pi$, which joins $R^2/\Omega$ to form $C$. The sum of the two regions is the gradient form,

$$M_{\mathbf K\mathbf K'}=\Big(\frac{\hbar^2\mathbf K\cdot\mathbf K'}{2m_e}-E\Big)O_{\mathbf K\mathbf K'}+\frac{\hbar^2C}{2m_e}\sum_l(2l+1)P_l\,j_l(KR)j_l(K'R)L_l.\tag{2}$$

To convert it, write $\mathbf K\cdot\mathbf K'=K'^2+(\mathbf K\cdot\mathbf K'-K'^2)$ in the first term. The bracket multiplies $O_{\mathbf K\mathbf K'}$. Its product with $\delta_{\mathbf K\mathbf K'}$ is zero, since the bracket vanishes at $\mathbf K=\mathbf K'$. The rest is given by (1):

$$\frac{\hbar^2}{2m_e}(\mathbf K\cdot\mathbf K'-K'^2)\,O_{\mathbf K\mathbf K'}=-\frac{\hbar^2C}{2m_e}(\mathbf K\cdot\mathbf K'-K'^2)\frac{j_1(qR)}{q}=-\frac{\hbar^2C}{2m_e}\,S .$$

Inserting the series for $S$ and joining it to the sum in (2) gives the Laplacian form,

$$M_{\mathbf K\mathbf K'}=\Big(\frac{\hbar^2K'^2}{2m_e}-E\Big)O_{\mathbf K\mathbf K'}+\frac{\hbar^2C}{2m_e}\sum_l(2l+1)P_l\,j_l(KR)\big[j_l(K'R)L_l-K'j_l'(K'R)\big].\tag{3}$$

The name describes its first term, in which $-\nabla^2$ has acted on $e^{i\mathbf K'\cdot\mathbf r}$. The square bracket is the inner slope minus the outer slope of partial wave $l$. This is the surface part of the Laplacian: a slope jump contributes $(\partial_r\phi_{\rm out}-\partial_r\phi_{\rm in})\,\delta(r-R)$ to $\nabla^2\phi$, and the factor $-\hbar^2/2m_e$ reverses the order of the slopes. Dropping this part would leave a different matrix. The same result follows from integrating by parts in the interstitial region. The terms on opposite cell faces cancel there because $\phi^*_{\mathbf K}\nabla\phi_{\mathbf K'}$ is periodic, and the normal pointing out of the region at the sphere is $-\hat{\mathbf r}$, which gives the outer slope its minus sign.

Form (2) is visibly symmetric in $\mathbf K$ and $\mathbf K'$, whereas (3) contains $K'^2$ alone. Since (3) equals (2), its two parts must compensate each other's asymmetry, and they do so when the sum over $l$ is complete. Suppose instead that the sums in (2) and (3) stop at $l_{\max}$, while $O$ keeps its closed form. The first terms still differ by $-(\hbar^2C/2m_e)S$, but the sums now differ by the partial sum $S_{l_{\max}}$ of (1), so

$$M^{\rm grad}-M^{\rm Lap}=\frac{\hbar^2C}{2m_e}\,(S_{l_{\max}}-S).\tag{4}$$

The truncated gradient form stays symmetric; the truncated Laplacian form in general does not.

The Laplacian form has a compensating merit at large $l$. Put $u_l=r^lv$ and $g(r)=2m_e(E-V)/\hbar^2$. The radial equation becomes $(r^{2l+2}v')'=-g\,r^{2l+2}v$. For large $l$ the weight $r^{2l+2}$ is concentrated near $R$. If $g$ is bounded, and continuous up to $R$ from inside, integration from $0$ to $R$ gives $v'(R)/v(R)\approx-g(R)R/(2l+3)$, and therefore

$$L_l\approx\frac lR-\frac{g(R)R}{2l+3},\qquad \frac{K'j_l'(K'R)}{j_l(K'R)}\approx\frac lR-\frac{K'^2R}{2l+3}.$$

The second formula is the first with $g=K'^2$, the value for a free wave. The terms $l/R$ cancel in (3), and the ratio of its $l$th term to that of (2) is approximately $[K'^2-g(R)]R^2/[l(2l+3)]$.

For a numerical case take a model simple cubic crystal with edge $a=0.40$ nm, $R=0.15$ nm and $V=-V_0(1-r^2/R^2)$ inside the sphere, with $V_0=20$ eV. Then $C=4\pi(0.15)^2/(0.40)^3=4.4179\ \mathrm{nm^{-1}}$, and $\hbar^2/2m_e=0.038100\ \mathrm{eV\,nm^2}$. The Bloch vector is $(0.1,0.2,0.3)$ in units of $2\pi/a$. In the same units choose $\mathbf K=(1.1,0.2,0.3)$ and $\mathbf K'=(-0.9,1.2,0.3)$. This gives $\mathbf K\cdot\mathbf K'=-162.85\ \mathrm{nm^{-2}}$, $K'^2=577.37\ \mathrm{nm^{-2}}$, $q=35.124\ \mathrm{nm^{-1}}$ and $j_1(qR)=-0.130807$. The right side of (1) is

$$S=(-162.85-577.37)\,\frac{-0.130807}{35.124}\ \mathrm{nm^{-1}}=2.7567\ \mathrm{nm^{-1}}.$$

At the trial energy $E=-1$ eV, with $u_l$ from its power series in $r$, the partial sums of (1) and the two truncated matrix elements are:

| $l_{\max}$ | $S_{l_{\max}}$ (nm⁻¹) | (2) (eV) | (3) (eV) |
|---|---|---|---|
| 0 | −0.7583 | 0.03925 | 0.63088 |
| 2 | 2.1495 | −0.21715 | −0.11495 |
| 4 | 2.7868 | 0.01772 | 0.01266 |
| 6 | 2.7566 | 0.01132 | 0.01133 |
| 8 | 2.7567 | 0.01133 | 0.01133 |

At $l_{\max}=4$, equation (4) predicts a difference of $0.038100\times4.4179\times(2.7868-2.7567)=0.0051$ eV, as in the table. At $l_{\max}=0$ the Laplacian form of this element is much the poorer of the two; its advantage belongs to large $l$. For $l=10$ the estimated ratio of terms, with $V(R)=0$ and $g(R)=-1/0.038100=-26.2\ \mathrm{nm^{-2}}$, is $(577.4+26.2)(0.15)^2/(10\times23)=0.059$. The computed slopes are $L_{10}=66.56\ \mathrm{nm^{-1}}$ and $K'j_{10}'/j_{10}=1.270\times10^{-3}/(2.022\times10^{-5})=62.8\ \mathrm{nm^{-1}}$, which give $(66.56-62.8)/66.56=0.056$. The agreement rests on the term $K'^2$, which dominates the numerator. The correction $-g(R)R/(2l+3)$ to $L_l$ is not yet accurate at $l=10$: it predicts $66.67+0.17=66.84\ \mathrm{nm^{-1}}$, above $l/R$, whereas the computed $66.56\ \mathrm{nm^{-1}}$ lies below it. Here $g$ changes sign at $r=0.975R$ and is positive inside that radius. With $v\approx$ const the integration gives the mean of $g$ under the weight $r^{22}$ in place of $g(R)$. The mean of $r^2/R^2$ is $23/25$, so the mean of $g$ is $(-1+20\times0.08)/0.038100=15.7\ \mathrm{nm^{-2}}$, and $66.67-15.7\times0.15/23=66.56\ \mathrm{nm^{-1}}$.

With the sums converged, the gradient form has the interstitial part

$$\big[0.038100(-162.85)+1\big]\times4.4179\times\frac{0.130807}{35.124}\ \mathrm{eV}=-0.0856\ \mathrm{eV}$$

and the sphere part $0.0970$ eV. In the Laplacian form $K'^2$ replaces $\mathbf K\cdot\mathbf K'$, the first part becomes $0.3784$ eV, and the slope-jump part is $-0.3670$ eV. The identity has moved $0.038100\times4.4179\times2.7567=0.4640$ eV from one part to the other. Exchanging $\mathbf K$ and $\mathbf K'$ in (3) changes the parts to $0.2237$ and $-0.2124$ eV. The total in each case is $0.01133$ eV. Gauss–Legendre quadrature of the defining integral over the interstitial region and the sphere, with a uniform grid in the azimuth of the sphere, also gives $0.01133$ eV.

The lowest band energy at this Bloch vector is the $E$ at which the lowest eigenvalue of $M(E)$ passes through zero. With the 179 APWs that have $K\le\sqrt{12}\,(2\pi/a)$ and $l_{\max}=24$, root finding gives $-3.7584$ eV. Diagonalizing the same Hamiltonian in the 179 plane waves with these wave vectors gives $-3.7575$ eV, and 1059 plane waves bring this to $-3.7584$ eV.

The order of the two 179-function results follows from the quadratic form. Replace the interior of a plane-wave combination by the APW interior with the same surface values, and let $\eta$ be the plane-wave interior minus the APW interior. Since $\eta=0$ at $R$ and the APW interior solves the Schrödinger equation, Green's theorem removes the cross terms, and the replacement lowers the form by its value for $\eta$ alone. That value is not negative if $E$ lies below every energy of the sphere with a hard wall at $R$. Because $V\ge-V_0$, those energies are at least $\hbar^2\pi^2/2m_eR^2-V_0=16.7-20=-3.3$ eV, so the condition holds here. At the plane-wave energy the plane-wave form is zero for its own eigenvector; the APW form with the same coefficients is then zero or negative, so the lowest eigenvalue of $M(E)$ is not positive there. For $E<-V_0$ the form is positive, because $V-E>0$ everywhere. Below the hard-wall energies no $u_l(R)$ vanishes, so $M(E)$ is continuous in $E$ over that range. The lowest eigenvalue therefore reaches zero at or below the plane-wave energy, and the lowest APW root cannot lie higher.

The conversion from (2) to (3) is independent of $V$ and of $L_l$, since it concerns the plane waves alone. What does depend on the interior is the starting form (2). If $u_l$ were computed at an energy other than the $E$ in $M$, the volume integral of $\phi^*_{\mathbf K}(H-E)\phi_{\mathbf K'}$ in the sphere would have to be added to both forms. If $u_l(R)$ approaches zero at some $E$, $L_l$ diverges and neither form can be used at that energy.
